**Levitov–Lesovik counting statistics of one channel: binomial limit, Fano factor and finite-time corrections**

For noninteracting spinless fermions with one channel per lead, the generating function χ(λ,t) = Σ P(n)e^{iλn} of the number n of electrons gained by the right lead obeys ln χ/t → ∫dE/2π ln{1 + T[f_L(1−f_R)(e^{iλ}−1) + f_R(1−f_L)(e^{−iλ}−1)]}, where T = Γ_LΓ_R|G^R_{RL}|² is the transmission, f_L and f_R are the Fermi functions, and ħ = e = k_B = 1. At temperature θ = 0 and constant T this is binomial with N = Vt/2π attempts at bias V, the Fano factor is F = C₂/C₁ = 1 − T, and the variance C₂ carries an extra [T(μ_L)² + T(μ_R)²] ln t/(2π²). On a five-site model the program asserts that the two-time measurement in Fock space equals the contour product, the one-body determinant and a time-sliced contour with counting phases on the right self-energy, and that the contour form fails for an initial state with coherences in N_R. It further asserts the energy-resolved Keldysh determinant for random three-site regions, the symbolic cumulants, T from wave matching, the constant-T thermal noise formula and the binomial coefficients. For a 602-site chain with hopping w and one weak bond τ = 0.5 w at V = 0.5 w, exact time evolution is asserted against the rate of ln χ at θ = 0.1 w, and against the current, the noise and the logarithmic coefficient at θ = 0. The output shows T(0) = 0.64, F = 0.3612 at θ = 0 and F = 0.6208 at θ = 0.1 w, a fitted logarithmic coefficient 0.04109 against 0.04103, and I = 12.37 μA with S = 1.432×10⁻²⁴ A²/Hz for w = 1 eV. At N = 10 the exact variance is 2.9866 against the binomial 2.3040, so the binomial law describes the leading order in t only.

## Numerical check

```python
# Full counting statistics of one channel (hbar = e = kB = 1, spinless, lead hopping w = 1).
# chi(lam,t) = sum_n P(n) exp(i lam n), n = electrons gained by the right lead in time t.
# Result under test (Levitov-Lesovik):
#   ln chi / t -> int dE/2pi ln{1 + T[fL(1-fR)(e^{i lam}-1) + fR(1-fL)(e^{-i lam}-1)]},
#   T = GammaL GammaR |G^R_RL|^2.  At temperature theta = 0 and constant T:
#   chi = [1 + T(e^{i lam}-1)]^N, N = V t/2pi, Fano factor F = C2/C1 = 1 - T,
#   with an extra [T(muL)^2 + T(muR)^2] ln t/(2 pi^2) in the variance C2.
# Symbols: h one-body Hamiltonian, nmat initial one-body density, P projector on the
# right lead, tau weak bond of the example chain, V = muL - muR, S = 2 e^2 C2/t.
import numpy as np
import sympy as sp
from scipy.linalg import expm, eigh
from scipy.integrate import quad
from scipy.special import expit
from scipy.stats import binom
from scipy import constants as const

pi = np.pi
def fermi(E, mu, theta):
    return expit(-(E - mu) / theta)
def symbol(T, fL, fR, lam):
    return 1 + T * (fL * (1 - fR) * (np.exp(1j * lam) - 1) + fR * (1 - fL) * (np.exp(-1j * lam) - 1))

# ---- small system (sites L0 L1 c R0 R1): Fock space, contour, determinant ----
h = np.diag([0.2, -0.3, 0.4, -0.1, 0.5]).astype(complex)
for i, j, v in [(0, 1, -0.8), (1, 2, -0.7), (0, 2, 0.3j), (2, 3, -0.9), (3, 4, -0.6)]:
    h[i, j] = v
    h[j, i] = np.conj(v)
Ls, Rs, nc = [0, 1], [3, 4], 0.3
K = np.zeros((5, 5), complex)
K[:2, :2] = 1.5 * (h[:2, :2] - 0.6 * np.eye(2))
K[3:, 3:] = 1.5 * (h[3:, 3:] + 0.5 * np.eye(2))
K[2, 2] = np.log((1 - nc) / nc)
low, sz, one = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
cs = []
for i in range(5):
    op = np.eye(1)
    for j in range(5):
        op = np.kron(op, sz if j < i else (low if j == i else one))
    cs.append(op)
def second(a):
    return sum(a[i, j] * cs[i].T @ cs[j] for i in range(5) for j in range(5))
p5 = np.array([0., 0., 0., 1., 1.])
NR = np.rint(np.diag(second(np.diag(p5))).real)
ts, lam = 1.5, 1.3
U = expm(-1j * ts * second(h))
def two_time(rho):
    total = 0
    for m in range(3):
        Pm = np.diag((NR == m) * 1.0)
        final = np.diag(U @ Pm @ rho @ Pm @ U.conj().T).real
        total += np.sum(final * np.exp(1j * lam * (NR - m)))
    return total
def dressed(g):
    hg = h.copy()
    hg[3, 2] *= np.exp(1j * g)
    hg[2, 3] *= np.exp(-1j * g)
    return expm(-1j * ts * second(hg))
def contour(rho):
    return np.trace(rho @ dressed(-lam / 2).conj().T @ dressed(lam / 2))
rho0 = expm(-second(K)); rho0 /= np.trace(rho0)
chi_meas = two_time(rho0)
assert abs(chi_meas - contour(rho0)) < 1e-11
rho_coh = expm(-second(h)); rho_coh /= np.trace(rho_coh)
gap_coh = abs(two_time(rho_coh) - contour(rho_coh))
assert gap_coh > 1e-4          # contour form needs [rho0, N_R] = 0
n5, u5 = np.linalg.inv(np.eye(5) + expm(K)), expm(-1j * ts * h)
chi_det = np.linalg.det(np.eye(5) - n5 + n5 @ u5.conj().T @ np.diag(np.exp(1j * lam * p5)) @ u5
                        @ np.diag(np.exp(-1j * lam * p5)))
assert abs(chi_meas - chi_det) < 1e-11

def sliced(M):
    # M Euler steps per branch; leads eliminated at lam = 0, phases then put on Sigma_R
    dt, n = ts / M, 2 * M + 1
    s = np.r_[np.ones(M), -np.ones(M)]
    def chain(eps, kappa):
        A = np.eye(n, dtype=complex) - np.diag(1 - 1j * s * dt * eps, -1)
        A[0, -1] = kappa
        return A
    B = np.diag(1j * s * dt, -1)
    sig = []
    for sites in (Ls, Rs):
        e, vec = eigh(h[np.ix_(sites, sites)])
        kap = np.exp(-np.diag(vec.conj().T @ K[np.ix_(sites, sites)] @ vec).real)
        v = h[2, sites] @ vec
        sig.append(sum(abs(v[m]) ** 2 * B @ np.linalg.solve(chain(e[m], kap[m]), B) for m in range(2)))
    row, col = np.r_[1, np.exp(-0.5j * lam * s)], np.r_[np.exp(0.5j * lam * s), 1]
    base = chain(h[2, 2].real, nc / (1 - nc)) - sig[0]
    return np.linalg.det(base - row[:, None] * sig[1] * col[None, :]) / np.linalg.det(base - sig[1])
c1, c2, c3 = sliced(50), sliced(100), sliced(200)
chi_sliced = (8 * c3 - 6 * c2 + c1) / 3     # removes errors of order dt and dt^2
assert abs(chi_sliced - chi_meas) < 5e-4
assert abs(chi_sliced - np.conj(chi_meas)) > 1e-2   # the sign of the field matters
print(f"five-site test: t = {ts} hbar/w, lambda = {lam}")
print(f"  chi measured      = {chi_meas:.6f}")
print(f"  chi determinant   = {chi_det:.6f}")
print(f"  chi sliced contour= {chi_sliced:.6f}")
print(f"  mismatch for coherent rho0 = {gap_coh:.4f}")

# ---- Keldysh determinant in energy for a random complex central region ----
def surface(E, w=1.0):
    return (E - 1j * np.sqrt(4 * w * w - E * E)) / (2 * w * w)
rng = np.random.default_rng(3)
for trial in range(20):
    a = rng.normal(size=(3, 3)) + 1j * rng.normal(size=(3, 3))
    hc = (a + a.conj().T) / 2
    E, lm = rng.uniform(-1.5, 1.5), rng.uniform(-3, 3)
    fL, fR = rng.uniform(size=2)
    sL, sR = 0.8 ** 2 * surface(E), 1.3 ** 2 * surface(E - 0.2, 1.4)
    gL, gR = -2 * sL.imag, -2 * sR.imag
    eL, eR, A = np.diag([1., 0, 0]), np.diag([0, 0, 1.]), E * np.eye(3) - hc
    SR = sL * eL + sR * eR
    less0 = 1j * (gL * fL * eL + gR * fR * eR)
    def keldysh(x):
        less = 1j * (gL * fL * eL + gR * fR * np.exp(-1j * x) * eR)
        great = -1j * (gL * (1 - fL) * eL + gR * (1 - fR) * np.exp(1j * x) * eR)
        return np.block([[A - SR - less0, less], [great, -A - (less0 - SR.conj().T)]])
    GR, G = np.linalg.inv(A - SR), np.linalg.inv(keldysh(0.0))
    assert np.allclose(G[:3, 3:], GR @ less0 @ GR.conj().T, atol=1e-10)
    assert abs(np.linalg.det(G[np.ix_([2, 5], [2, 5])]) + abs(GR[2, 2]) ** 2) < 1e-10
    ratio = np.linalg.det(keldysh(lm)) / np.linalg.det(keldysh(0.0))
    assert abs(ratio - symbol(gL * gR * abs(GR[2, 0]) ** 2, fL, fR, lm)) < 1e-10

# ---- cumulants by symbolic differentiation in x = i lam ----
x, Ts, a_, b_ = sp.symbols("x T a b")
lg = sp.log(1 + Ts * (a_ * (1 - b_) * (sp.exp(x) - 1) + b_ * (1 - a_) * (sp.exp(-x) - 1)))
k1, k2, k3 = [sp.diff(lg, x, k).subs(x, 0) for k in (1, 2, 3)]
assert sp.simplify(k1 - Ts * (a_ - b_)) == 0
assert sp.simplify(k2 - (Ts * (a_ * (1 - b_) + b_ * (1 - a_)) - Ts ** 2 * (a_ - b_) ** 2)) == 0
assert sp.simplify(k3.subs({a_: 1, b_: 0}) - Ts * (1 - Ts) * (1 - 2 * Ts)) == 0

# ---- example chain: transmission three ways ----
tau, V, theta = 0.5, 0.5, 0.1
muL, muR = V / 2, -V / 2
def trans(E):
    return tau ** 2 * (4 - E * E) / ((1 + tau ** 2) ** 2 - tau ** 2 * E * E)
for E in (-1.7, -0.25, 0.0, 0.9):
    z = np.exp(1j * np.arccos(-E / 2))
    r, tr = np.linalg.solve([[1 / z, -tau * z], [-tau, 1]], [-z, tau])
    g = surface(E)
    GR = np.linalg.inv(np.array([[E - g, tau], [tau, E - g]]))
    assert abs(abs(tr) ** 2 - trans(E)) < 1e-12
    assert abs(4 * g.imag ** 2 * abs(GR[1, 0]) ** 2 - trans(E)) < 1e-12
T0, Tmu = trans(0.0), trans(muL)

# constant T: thermal-to-shot crossover from the curvature of the integrated logarithm
for vv in (0.0, 0.15, 0.5):
    d = 1e-2
    re = quad(lambda E: np.log(abs(symbol(T0, fermi(E, vv / 2, theta), fermi(E, -vv / 2, theta), d))),
              -5, 5, points=[-vv / 2, vv / 2], epsabs=1e-14, epsrel=1e-10, limit=200)[0] / (2 * pi)
    cross = 2 * theta if vv == 0 else vv / np.tanh(vv / (2 * theta))
    closed = (2 * theta * T0 ** 2 + T0 * (1 - T0) * cross) / (2 * pi)
    assert abs(-2 * re / d ** 2 / closed - 1) < 1e-4

# ---- exact quench dynamics; lead densities are those of semi-infinite chains ----
L = 300
n_all = 2 * L + 2
hop = -np.ones(n_all - 1); hop[L] = -tau
ev, vec = eigh(np.diag(hop, 1) + np.diag(hop, -1))
site = np.arange(1, L + 1)
inR = np.arange(n_all) >= L + 2
def lead(mu, th):
    if th == 0:
        kf = np.arccos(-mu / 2) / pi
        return kf * (np.sinc(kf * (site[:, None] - site)) - np.sinc(kf * (site[:, None] + site)))
    k = pi * np.arange(1, 3001) / 3001
    s = np.sqrt(2 / 3001) * np.sin(np.outer(site, k))
    return (s * fermi(-2 * np.cos(k), mu, th)) @ s.T
def initial(th, occ):
    n = np.zeros((n_all, n_all))
    n[:L, :L] = lead(muL, th)[::-1, ::-1]
    n[L + 2:, L + 2:] = lead(muR, th)
    n[L, L] = n[L + 1, L + 1] = occ
    return n
def evolved_P(t):
    uR = (vec[inR] * np.exp(-1j * ev * t)) @ vec.T
    return uR.conj().T @ uR
def ln_chi(n, nP, lm):
    X = np.eye(n_all) - n + (n + (np.exp(1j * lm) - 1) * nP) * np.where(inR, np.exp(-1j * lm), 1)
    sgn, la = np.linalg.slogdet(X)
    return np.log(sgn) + la
def ll_rate(lm):
    f = lambda E: np.log(symbol(trans(E), fermi(E, muL, theta), fermi(E, muR, theta), lm))
    o = dict(points=[muR, muL], limit=200)
    return (quad(lambda E: f(E).real, -2, 2, **o)[0] + 1j * quad(lambda E: f(E).imag, -2, 2, **o)[0]) / (2 * pi)

print(f"chain: tau = {tau} w, V = {V} w, muL = {muL} w, muR = {muR} w, sites = {n_all}")
print(f"T(0) = {T0:.5f}, T(mu) = {Tmu:.5f}, 1 - T(0) = {1 - T0:.5f}")
print(f"theta = {theta} w; rates of ln chi in w/hbar, slope between t = 60 and 80 hbar/w")
P1, P2 = evolved_P(60.0), evolved_P(80.0)
for occ in (0.0, 1.0):
    n = initial(theta, occ)
    a1, a2 = n @ P1.real + 1j * (n @ P1.imag), n @ P2.real + 1j * (n @ P2.imag)
    for lm in (1.0, 2.0):
        slope = np.log(np.exp(ln_chi(n, a2, lm) - ln_chi(n, a1, lm))) / 20
        assert abs(slope - ll_rate(lm)) < 1e-3 * abs(ll_rate(lm))
        print(f"  centre occ {occ:.0f}, lambda {lm:.0f}: exact {slope:.6f}, formula {ll_rate(lm):.6f}")
fl, fr = (lambda E: fermi(E, muL, theta)), (lambda E: fermi(E, muR, theta))
r1t = quad(lambda E: trans(E) * (fl(E) - fr(E)), -2, 2, points=[muR, muL])[0] / (2 * pi)
r2t = quad(lambda E: trans(E) * (fl(E) * (1 - fr(E)) + fr(E) * (1 - fl(E)))
           - trans(E) ** 2 * (fl(E) - fr(E)) ** 2, -2, 2, points=[muR, muL])[0] / (2 * pi)
r2c = (2 * theta * T0 ** 2 + T0 * (1 - T0) * V / np.tanh(V / (2 * theta))) / (2 * pi)
print(f"  C1/t = {r1t:.6f}, C2/t = {r2t:.6f} w/hbar, F = {r2t / r1t:.4f}")
print(f"  C2/t with constant T(0) = {r2c:.6f} w/hbar")

# zero temperature, centre half filled
n0 = initial(0, 0.5)
nt, Pt = vec.T @ n0 @ vec, vec[inR].T @ vec[inR]
def cumulants(t):
    Q = Pt * (np.exp(1j * (ev[:, None] - ev) * t) - 1)
    A = nt @ Q.real + 1j * (nt @ Q.imag)
    return np.trace(A).real, (np.sum(A * Q.T) - np.sum(A * A.T)).real
times = np.arange(40.0, 131.0, 5.0)
C = np.array([cumulants(t) for t in times])
r1 = quad(trans, muR, muL)[0] / (2 * pi)
r2 = quad(lambda E: trans(E) * (1 - trans(E)), muR, muL)[0] / (2 * pi)
fit = lambda cols, y: np.linalg.lstsq(np.array(cols).T, y, rcond=None)[0]
ones = np.ones_like(times)
s1 = fit([times, ones], C[:, 0])[0]
s2 = fit([times, np.log(times), ones], C[:, 1])[0]
alog = fit([np.log(times), ones, 1 / times], C[:, 1] - r2 * times)[0]
apred = (trans(muL) ** 2 + trans(muR) ** 2) / (2 * pi ** 2)
assert abs(s1 / r1 - 1) < 2e-3
assert abs(s2 / r2 - 1) < 1e-2       # neglected 1/t and oscillating terms
assert abs(alog / apred - 1) < 5e-2
assert abs(s2 / s1 / (1 - T0) - 1) < 2e-2
print("theta = 0; fits over t = 40..130 hbar/w")
print(f"  C1/t: exact {s1:.6f}, formula {r1:.6f}, T(0)V/2pi {T0 * V / (2 * pi):.6f} w/hbar")
print(f"  C2/t: exact {s2:.6f}, formula {r2:.6f} w/hbar")
print(f"  C2/t with constant T(0) = {T0 * (1 - T0) * V / (2 * pi):.6f} w/hbar")
print(f"  F: exact {s2 / s1:.4f}, formula {r2 / r1:.4f}")
print(f"  ln t coefficient of C2: exact {alog:.5f}, formula {apred:.5f}")

tN = 40 * pi
N = int(round(V * tN / (2 * pi)))
PN = evolved_P(tN)
nP = n0 @ PN.real + 1j * (n0 @ PN.imag)
grid = 2 * pi * np.arange(32) / 32
half = np.array([np.exp(ln_chi(n0, nP, lm)) for lm in grid[:17]])
ns = np.arange(-8, 24)
prob = (np.fft.fft(np.r_[half, half[15:0:-1].conj()]).real / 32)[ns % 32]
m1 = prob @ ns
m2 = prob @ (ns - m1) ** 2
t1, t2 = cumulants(tN)
assert prob.min() > -1e-9 and abs(m1 - t1) < 1e-6 and abs(m2 - t2) < 1e-6
pb = (np.fft.fft(symbol(T0, 1, 0, grid) ** N).real / 32)[ns % 32]
assert np.allclose(pb, binom.pmf(ns, N, T0), atol=1e-12)
b1 = pb @ ns
b2, b3 = pb @ (ns - b1) ** 2, pb @ (ns - b1) ** 3
assert np.allclose([b1, b2, b3], [N * T0, N * T0 * (1 - T0), N * T0 * (1 - T0) * (1 - 2 * T0)], atol=1e-8)
print(f"t = {tN:.3f} hbar/w, N = V t/2pi = {V * tN / (2 * pi):.3f}")
print(f"  binomial C1 = {b1:.4f}, C2 = {b2:.4f}, C3 = {b3:.4f}")
print(f"  exact    C1 = {m1:.4f}, C2 = {m2:.4f}")
print(f"  linear part of C2 = {r2 * tN:.4f}, log part = {apred * np.log(tN):.4f}")
for k in range(2, 12):
    print(f"  P({k}): exact {prob[k + 8]:.4f}, binomial {abs(pb[k + 8]):.4f}")

rate_unit = const.e / const.hbar      # w/hbar in 1/s for w = 1 eV
cur, noise = const.e * r1 * rate_unit, 2 * const.e ** 2 * r2 * rate_unit
print("for w = 1 eV, theta = 0:")
print(f"  I = {cur * 1e6:.4f} microampere")
print(f"  S = {noise:.4e} A^2/Hz, 2eI = {2 * const.e * cur:.4e} A^2/Hz")
print("no test failed")
```

Output:

```
five-site test: t = 1.5 hbar/w, lambda = 1.3
  chi measured      = 0.701312+0.056769j
  chi determinant   = 0.701312+0.056769j
  chi sliced contour= 0.701313+0.056770j
  mismatch for coherent rho0 = 0.0874
chain: tau = 0.5 w, V = 0.5 w, muL = 0.25 w, muR = -0.25 w, sites = 602
T(0) = 0.64000, T(mu) = 0.63636, 1 - T(0) = 0.36000
theta = 0.1 w; rates of ln chi in w/hbar, slope between t = 60 and 80 hbar/w
  centre occ 0, lambda 1: exact -0.015998+0.049276j, formula -0.015998+0.049276j
  centre occ 0, lambda 2: exact -0.068404+0.088885j, formula -0.068405+0.088885j
  centre occ 1, lambda 1: exact -0.015998+0.049276j, formula -0.015998+0.049276j
  centre occ 1, lambda 2: exact -0.068404+0.088885j, formula -0.068405+0.088885j
  C1/t = 0.050676, C2/t = 0.031461 w/hbar, F = 0.6208
  C2/t with constant T(0) = 0.031621 w/hbar
theta = 0; fits over t = 40..130 hbar/w
  C1/t: exact 0.050834, formula 0.050834, T(0)V/2pi 0.050930 w/hbar
  C2/t: exact 0.018362, formula 0.018361 w/hbar
  C2/t with constant T(0) = 0.018335 w/hbar
  F: exact 0.3612, formula 0.3612
  ln t coefficient of C2: exact 0.04109, formula 0.04103
t = 125.664 hbar/w, N = V t/2pi = 10.000
  binomial C1 = 6.4000, C2 = 2.3040, C3 = -0.6451
  exact    C1 = 6.3904, C2 = 2.9866
  linear part of C2 = 2.3074, log part = 0.1983
  P(2): exact 0.0101, binomial 0.0052
  P(3): exact 0.0354, binomial 0.0247
  P(4): exact 0.0889, binomial 0.0767
  P(5): exact 0.1628, binomial 0.1636
  P(6): exact 0.2198, binomial 0.2424
  P(7): exact 0.2175, binomial 0.2462
  P(8): exact 0.1552, binomial 0.1642
  P(9): exact 0.0773, binomial 0.0649
  P(10): exact 0.0253, binomial 0.0115
  P(11): exact 0.0050, binomial 0.0000
for w = 1 eV, theta = 0:
  I = 12.3736 microampere
  S = 1.4322e-24 A^2/Hz, 2eI = 3.9649e-24 A^2/Hz
no test failed
```
